\section*{Bound excitons near a metal gate: a finite number, about 2d/a}

\section*{The gated attraction and what a bound state requires}

An electron and a hole that move in a plane at distance $d$ from a flat metal gate attract each other at large separation $r$ with a potential energy proportional to $-2d^2/r^3$, in place of the Coulomb energy proportional to $-1/r$. For every finite $d>0$ this leaves a finite number $N$ of bound states, and at least one. If $a=\varepsilon/\mu$ (atomic units, reduced mass $\mu$, dielectric constant $\varepsilon$) is the three-dimensional exciton Bohr radius, twice the decay length of the ungated ground state in the plane, then
\begin{equation}
N\simeq \frac{2d}{a}\qquad (d\gg a).
\end{equation}
The true count is a staircase that climbs around this line. The states with angular momentum $+m$ and $-m$ are counted separately, and spin and valley are not counted.

The model is as follows. The gate fills the half-space $z\le 0$ and is an ideal conductor at zero potential that responds instantly. The region $z>0$ is filled with a medium of dielectric constant $\varepsilon$, and the charges move in the unbounded plane $z=d$ with parabolic bands. Electron-hole exchange and any extra polarizability of the layer are left out. We begin in Hartree atomic units, where a charge $q$ in the medium has the potential $q/(\varepsilon\times\text{distance})$.

Place a charge $q$ at height $d$, and let $x$ be the lateral distance from it. In the region $z>0$ the potential is
\begin{equation}
\phi(x,z)=\frac{q}{\varepsilon}\left[\frac{1}{\sqrt{x^2+(z-d)^2}}-\frac{1}{\sqrt{x^2+(z+d)^2}}\right].
\end{equation}
The first term has the right source. The second has its singularity at $z=-d$, outside the region, so it adds no charge there. The two cancel at $z=0$, as the gate demands. No other solution exists: the difference of two solutions would have no source, would vanish on the gate and at infinity, and a source-free potential has no maximum or minimum inside its region. The charge induced on the gate therefore acts in the plane $z=d$ like an image charge $-q$ at vertical distance $2d$, with potential $-q/(\varepsilon\sqrt{x^2+4d^2})$.

The energy needs care with a factor of one half. Let all charges grow together from zero, in proportion to a parameter $t$ that runs from 0 to 1. The potentials grow in the same proportion, so the work is $\int_0^1 t\,dt=\tfrac12$ times the sum of final charge times final potential. Charge that flows onto the gate costs nothing, since the gate stays at zero potential. For charges $-1$ and $+1$ at separation $r$, each carrier in the potential of its own image contributes $\tfrac12\times(-1/2\varepsilon d)$. Each carrier in the potential of the other's image contributes $\tfrac12\times(+1/\varepsilon\sqrt{r^2+4d^2})$. With the direct attraction, the total is
\begin{equation}
W(r)=-\frac{1}{\varepsilon r}+\frac{1}{\varepsilon\sqrt{r^2+4d^2}}-\frac{1}{2\varepsilon d}.
\end{equation}
The last term does not depend on $r$. It is the energy of two carriers far apart, and it lowers the continuum edge. Bound states are measured from that edge, so the binding is governed by the first two terms.

The centre of mass moves freely and separates off, which leaves the relative motion with reduced mass $\mu$. We now measure length in $a=\varepsilon/\mu$ and energy in $E^*=\mu/\varepsilon^2$. The kinetic prefactor $1/(2\mu a^2)$ is then $\mu/(2\varepsilon^2)=E^*/2$, and the Coulomb prefactor $1/(\varepsilon a)$ is $\mu/\varepsilon^2=E^*$. One parameter remains, $\lambda=d/a$:
\begin{equation}
H=-\tfrac12\nabla^2+V(r),\qquad V(r)=-\frac1r+\frac{1}{\sqrt{r^2+4\lambda^2}}.
\end{equation}

For $r\gg 2\lambda$ we use $(1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2-\dots$ with $x=4\lambda^2/r^2$:
\begin{equation}
V=-\frac1r+\frac1r\left(1-\frac{2\lambda^2}{r^2}+\frac{6\lambda^4}{r^4}-\dots\right)
=-\frac{2\lambda^2}{r^3}+\frac{6\lambda^4}{r^5}-\dots
\end{equation}
The leading term has a simple meaning. From far away the electron and its image form a vertical dipole of length $2\lambda$. The hole sits at height $\lambda$ above the dipole's midpoint, so its energy is the dipole moment times this height over $r^3$, which is $-2\lambda\cdot\lambda/r^3$.

The inverse cube is a statement about the tail. To see where it sets in, write $w=\sqrt{r^2+4\lambda^2}$ and use $w^2-r^2=4\lambda^2$:
\begin{equation}
|V|=\frac{w-r}{rw}=\frac{4\lambda^2}{rw(w+r)},\qquad
\frac{|V|}{2\lambda^2/r^3}=\frac{2r^2}{w(w+r)}.
\end{equation}
This ratio is 0.28 at $r=d$, 0.59 at $r=2d$, 0.89 at $r=5d$ and 0.97 at $r=10d$. For $r\ll 2\lambda$, on the other hand, $V\simeq-1/r+1/(2\lambda)$: the full Coulomb attraction, raised by a constant.

Write the wave function as $R(r)e^{im\theta}$. The equation $H\psi=E\psi$ becomes
\begin{equation}
R''+\frac1rR'-\frac{m^2}{r^2}R+2\,(E+|V|)\,R=0 .
\end{equation}
A logarithmic variable removes the first-derivative term. Let $\rho=r/2\lambda$ and $s=\ln\rho$. Since $d/ds=r\,d/dr$, we have $R_{ss}=r(rR')'=r^2R''+rR'$. Multiplication by $r^2$ gives
\begin{equation}
R_{ss}+\left[2r^2(E+|V|)-m^2\right]R=0. \label{eq:log}
\end{equation}
At $E=0$ the gate distance enters as a mere factor, because
\begin{equation}
2r^2|V|=2(2\lambda\rho)^2\,\frac{1}{2\lambda}\left(\frac1\rho-\frac1{\sqrt{1+\rho^2}}\right)=4\lambda g,
\qquad g=\rho-\frac{\rho^2}{\sqrt{1+\rho^2}} .
\end{equation}
The function $g$ is a fixed positive hump. It behaves as $\rho=e^{s}$ for small $\rho$ and as $1/(2\rho)=\tfrac12e^{-s}$ for large $\rho$; the second form is the inverse-cube tail in the new variable.

The height of the hump limits the angular momentum. Its slope is
\begin{equation}
\frac{dg}{d\rho}=1-\frac{\rho^3+2\rho}{(1+\rho^2)^{3/2}} .
\end{equation}
Setting this to zero and squaring gives, with $\sigma=\rho^2$, the condition $(1+\sigma)^3=\sigma(\sigma+2)^2$. The cubes cancel and $\sigma^2+\sigma-1=0$ remains. The positive root is $\sigma=1/\varphi$, where $\varphi=(1+\sqrt5)/2$ obeys $1+1/\varphi=\varphi$ and $1-1/\varphi=1/\varphi^2$. Therefore
\begin{equation}
g_{\max}=\varphi^{-1/2}-\varphi^{-1}\varphi^{-1/2}=\varphi^{-1/2}\varphi^{-2}=\varphi^{-5/2}\simeq0.300,
\end{equation}
reached at $r\simeq0.786\times2d$. It is a maximum because $g$ is positive, vanishes at both ends and has a single stationary point.

Multiply the radial equation by $-\tfrac12rR$ and integrate over $r$. The derivative terms give $-\tfrac12\int R(rR')'dr=\tfrac12\int R'^2r\,dr$, since $rRR'$ vanishes at both ends for a bound state. Hence
\begin{equation}
\frac12\int_0^\infty R'^2\,r\,dr+\frac12\int_0^\infty\left(m^2-4\lambda g\right)R^2\,\frac{dr}{r}=E\int_0^\infty R^2\,r\,dr .
\end{equation}
The first term is not negative. A bound state with $E<0$ therefore needs $m^2<4\lambda g$ somewhere, so that
\begin{equation}
m^2<4\lambda\varphi^{-5/2}\simeq1.20\,\lambda. \label{eq:mlimit}
\end{equation}
The number of angular-momentum channels with bound states is finite. The condition is necessary but not sufficient, because a real state also pays radial kinetic energy.

Within one channel the bound states can be counted without finding their energies: their number equals the number of zeros, at $r>0$, of the zero-energy solution that starts as $r^{|m|}$ at the origin. To prove this, follow the solution $R(s;E)$ with this start as $E$ rises. Let a dot denote $\partial/\partial E$. Differentiating (\ref{eq:log}) gives
\begin{equation}
\dot R_{ss}+\left[2r^2(E+|V|)-m^2\right]\dot R=-2r^2R .
\end{equation}
Multiply (\ref{eq:log}) by $\dot R$, the new equation by $R$, and subtract. The brackets cancel, and integration from the origin, where the start is the same for all $E$, yields
\begin{equation}
R_s\dot R-R\dot R_s=2\int_{-\infty}^{s}r^2R^2\,ds'>0. \label{eq:wron}
\end{equation}
At a zero $s_0$ of $R$ the second term on the left vanishes. The zero moves at the rate
\begin{equation}
\frac{ds_0}{dE}=-\frac{\dot R}{R_s}=-\frac{2}{R_s^2}\int_{-\infty}^{s_0}r^2R^2\,ds<0,
\end{equation}
so zeros move inward as the energy rises.

For $E<-2$ there are none. Suppose that $R$ vanished at $r_0$. Integrating up to $r_0$ as before would give $E\int R^2r\,dr\ge\tfrac12\int R'^2r\,dr-\int R^2dr$, because $|V|\le1/r$. From $\int(R'+2R)^2r\,dr\ge0$ and $4\int RR'r\,dr=-2\int R^2dr$, the right side is at least $-2\int R^2r\,dr$. That contradicts $E<-2$.

Zeros cannot be born at a finite radius, since $R=R_s=0$ at one point would make $R$ vanish everywhere. Nor can they come out of the origin, where $R\sim r^{|m|}$. They enter from infinity. For $E<0$ the solution far out contains a growing exponential with some coefficient $A(E)$, and a zero enters when $A$ changes sign. At $A=0$ the solution decays, which is a bound state. There $A$ does change sign: $R$ decays while the left side of (\ref{eq:wron}) stays positive, so $\dot R$ must grow, which means $\dot A\neq0$. Each bound state thus brings in one zero, which then moves inward and is never lost. Conversely, each zero present at $E=0$ is still present slightly below $E=0$, by continuity. The two numbers are equal.

\section*{Counting the states}

Lengths are in $a$, energies in $E^*$, and $\lambda=d/a$. With $\rho=r/2\lambda$ and $s=\ln\rho$, the zero-energy radial equation is
\begin{equation}
R_{ss}+\left[4\lambda g-m^2\right]R=0,\qquad g=\rho-\frac{\rho^2}{\sqrt{1+\rho^2}}, \label{eq:zero}
\end{equation}
where $g\simeq e^{s}$ for $s\to-\infty$ and $g\simeq\frac12e^{-s}$ for $s\to\infty$. Bound states need $m^2<1.20\,\lambda$. The number $n_m$ of bound states in channel $m$ is the number of zeros of the solution of (\ref{eq:zero}) that starts as $r^{|m|}$.

Take $m=0$. Then $R_{ss}=-4\lambda gR$, so $R$ is concave wherever it is positive. It starts at $R=1$ with $R_s=rR'\to0$. As long as $R$ stays positive, $R_s=-\int_{-\infty}^{s}4\lambda gR\,ds'$ is negative and keeps falling. A function whose slope in $s$ stays below a fixed negative number must reach zero. There is thus at least one bound state for every $\lambda>0$, however close the gate.

To bound the number from above, consider a zero $z\ge0$ that is followed by another zero. Between them lies an extremum $t$, where $R_s(t)=0$. Choose the sign so that $R>0$ between $z$ and $t$. Integrating the equation gives $R_s(z)=\int_z^t4\lambda gR\,ds$. By concavity $R$ lies below its tangent at $z$, so $R(s)\le R_s(z)(s-z)$. Inserting this and dividing by $R_s(z)$,
\begin{equation}
1\le\int_z^t4\lambda g\,(s-z)\,ds\le\int_z^t4\lambda g\,|s|\,ds .
\end{equation}
For a zero $z<0$ use the extremum before it, or $t=-\infty$ for the first zero, where the slope also vanishes. The same argument gives $1\le\int_t^z4\lambda g\,(z-s)\,ds\le\int_t^z4\lambda g|s|\,ds$. All these intervals are disjoint. Each zero uses up at least one unit of the integral of $4\lambda g|s|$, except perhaps the last, which need not be followed by an extremum. Therefore
\begin{equation}
n_0\le1+4\lambda J,\qquad J=\int_{-\infty}^{\infty}g\,|s|\,ds\simeq1.24, \label{eq:bound}
\end{equation}
with the value of $J$ from numerical quadrature.

The tail decides that $J$ is finite. With $|V|=c/r^2$ at large $r$, the coefficient $2r^2|V|$ would tend to the constant $2c$. The $m=0$ solution would then oscillate as $\cos(\sqrt{2c}\,s+\text{const})$, with infinitely many zeros. The ungated $1/r$ tail is stronger still. Among power-law tails $1/r^2$ is the border: a tail $r^{-p}$ with $p>2$ makes the coefficient fall exponentially in $s$, so the integral converges. The inverse cube is such a tail.

The other channels hold no more states than $m=0$. Any combination of the $n_m$ bound radial functions has negative mean energy in channel $m$, and dropping the positive term $m^2/2r^2$ makes it more negative. If channel 0 had fewer than $n_m$ bound states, some combination could be chosen orthogonal to all of them. It would consist of continuum states, whose energies are not negative, which is a contradiction. With $M$ the largest integer allowed by $m^2<1.20\,\lambda$,
\begin{equation}
1\le N\le(2M+1)(1+4\lambda J),
\end{equation}
which proves that $N$ is finite.

The count itself follows from how zeros arrive as the gate is moved away. The argument used for rising energy also works for rising $\lambda$ at $E=0$, with $4gR^2$ in place of $2r^2R^2$ under the integral, so zeros again move inward. Beyond the hump, (\ref{eq:zero}) is solved by $A+Bs$ for $m=0$, and by a sum of $r^{|m|}$ and $r^{-|m|}$ otherwise. A zero arrives from infinity when $B$, or the coefficient of $r^{|m|}$, passes through zero. The critical values $\lambda_c$ are therefore the eigenvalues of
\begin{equation}
\left(-\frac{d^2}{ds^2}+m^2\right)R=\lambda_c\,4g\,R,
\end{equation}
with $R$ bounded at both ends for $m=0$ and decaying at both ends for $m\ne0$. For $m=0$ the constant function gives $\lambda_c=0$, which is the state that is always present. Finite differences on a uniform grid in $s$ give the lowest values, where $n=0,1,\dots$ numbers the states within a channel:
\begin{center}
\begin{tabular}{cccc}
$\lambda_c$ & $|m|$ & $n$ & states added\\
0 & 0 & 0 & 1\\
0.578 & 0 & 1 & 1\\
1.356 & 1 & 0 & 2\\
1.664 & 0 & 2 & 1\\
3.019 & 1 & 1 & 2\\
3.305 & 0 & 3 & 1\\
4.392 & 2 & 0 & 2
\end{tabular}
\end{center}

The average slope of this staircase comes from phase space. When $\lambda$ is large, the local wave number in (\ref{eq:zero}) grows as $\sqrt\lambda$ while the shape of $g$ stays fixed, so the wavelength becomes short on the scale of the hump. To leading order there is then one state per volume $(2\pi)^2$ of the four-dimensional phase space with negative energy. At position $r$ the momenta with $p^2/2<|V|$ fill a disc of area $2\pi|V|$. Hence
\begin{equation}
N\simeq\frac{1}{(2\pi)^2}\int2\pi|V|\,d^2r=\int_0^\infty|V|\,r\,dr .
\end{equation}
Since $r|V|=1-r/\sqrt{r^2+4\lambda^2}$,
\begin{equation}
N\simeq\left[r-\sqrt{r^2+4\lambda^2}\,\right]_0^\infty=0-(-2\lambda)=2\lambda=\frac{2d}{a}.
\end{equation}
Counting the critical values gives $N=1,\,5,\,20,\,102$ at $\lambda=0.1,\,2,\,10,\,50$, against $2\lambda=0.2,\,4,\,20,\,100$. Averaged over $\lambda$ from 50 to 99.9, the ratio $N/2\lambda$ is 1.003. The line is neither an upper nor a lower bound, and for $\lambda\ll1$ it fails, because one state always remains.

For a worked case take the round parameters $\mu=0.1$ electron masses, $\varepsilon=5$ and $d=200$ bohr (10.6 nm). Then $a=5/0.1=50$ bohr (2.65 nm), $E^*=0.1/5^2=0.004$ hartree (108.8 meV) and $\lambda=200/50=4$. The table of critical values gives $1+1+2+1+2+1=8$ states below $\lambda=4$, and $2\lambda$ is also 8. The proven ceiling is far higher: $|m|<2.19$ allows $M=2$, and $n_0\le20.9$ means at most 20, so $N\le5\times20=100$. It establishes finiteness and is no estimate.

For comparison we need the levels without a gate. Acting on $r^pe^{-kr}$, the radial operator with $V=-1/r$ and $E=-k^2/2$ gives
\begin{equation}
\left[(p^2-m^2)\,r^{p-2}+(2-k(2p+1))\,r^{p-1}\right]e^{-kr}.
\end{equation}
A polynomial times $r^{|m|}e^{-kr}$ with highest power $p=|m|+n$ is a solution if the last bracket vanishes at that $p$. Then $k=1/(|m|+n+\frac12)$ and $E=-1/[2(|m|+n+\frac12)^2]$. The gated levels come from diagonalizing $H$ in a basis of Laguerre polynomials times an exponential. In meV:
\begin{center}
\begin{tabular}{cccc}
$|m|$ & $n$ & gated & no gate\\
0 & 0 & $-204.1$ & $-217.7$\\
0 & 1 & $-11.85$ & $-24.19$\\
1 & 0 & $-11.59$ & $-24.19$\\
0 & 2 & $-0.505$ & $-8.71$\\
1 & 1 & $-0.328$ & $-8.71$\\
0 & 3 & $-5.5\times10^{-5}$ & $-4.44$
\end{tabular}
\end{center}
The gate separates levels that coincide without it.

The ground state loses 13.57 meV of binding. It is small compared with $2d$, so we may expand
\begin{equation}
\frac{1}{\sqrt{r^2+4\lambda^2}}\simeq\frac{1}{2\lambda}-\frac{r^2}{16\lambda^3}.
\end{equation}
The first term is $E^*/8=13.61$ meV. For the second, the ungated ground state $e^{-2r}$ has $\langle r^2\rangle=\int r^3e^{-4r}dr/\int re^{-4r}dr=(6/256)/(1/16)=3/8$, which gives $-(3/8)/(16\times64)\,E^*=-0.04$ meV. The sum is 13.57 meV. The continuum edge itself drops by $1/(2\lambda)$, so the total energy of the pair moves by only about $-0.04$ meV. The binding falls because the edge comes down, while the small neutral pair is hardly affected.

The eighth state is extremely shallow. For an $m=0$ state with $E=-k^2/2$, the solution that decays where $V$ is negligible is
\begin{equation}
K_0(kr)=\int_0^\infty e^{-kr\cosh u}\,du .
\end{equation}
Put $x=kr$ and $t=\frac x2e^{u}$. The exponent becomes $-t-x^2/4t$, with $t$ running from $x/2$ to infinity. There $x^2/4t\le x/2$, which is negligible for small $x$, so
\begin{equation}
K_0(x)\simeq\int_{x/2}^\infty\frac{e^{-t}}{t}\,dt\simeq-\ln\frac x2-\gamma,
\end{equation}
where $\gamma\simeq0.577$ is Euler's constant. Just above a critical $\lambda$, the zero-energy solution far out is proportional to $\ln(r_0/r)$, where $r_0$ is the very distant zero of this logarithmic asymptote. The tail term pushes the actual zero of the solution somewhat further out. The two forms agree if
\begin{equation}
k=\frac{2e^{-\gamma}}{r_0}.
\end{equation}
As $\lambda$ falls to $\lambda_c$, $r_0$ goes to infinity and the binding energy $k^2/2$ vanishes. The matching needs a range of $r$ in which the tail term $4\lambda g\simeq4\lambda^2/r$ is already small while $kr$ is still small, hence $4\lambda^2k\ll1$. Outward numerical integration at $\lambda=4$ gives a decay length $1/k$ of 2.63 $\mu$m, against 2.50 $\mu$m from matching, with $4\lambda^2k=0.064$. At $\lambda=3.6$, closer to $\lambda_c=3.305$, both give 178 $\mu$m.

At $\lambda=4$ the decay length of this state is about 250 times the distance to the gate. It belongs to the count for an unbounded plane, but a sample smaller than several micrometres does not meet that assumption. The number $N$ is a property of the ideal model. In the worked case the three shallowest levels are bound by $k_B\times5.9$ K, $k_B\times3.8$ K and $k_B\times0.6$ mK, so temperature and disorder broadening, which the model leaves out, can hide them in a real device whatever its size. Its assumption of an unbounded plane fails first for the widest states, here the shallow $m=0$ state. The decay length $1/k$ of the outermost tail is fixed by the binding energy alone, but the region that holds most of the weight is not. At its critical $\lambda$, a state with $|m|\ge2$ falls off as $r^{-|m|}$ and remains normalizable, so most of its weight stays at finite radius as the binding vanishes. For $|m|=1$ the norm diverges logarithmically there, and the state also spreads out.

All numerical values are calculated from the stated model.
